# Why Self-Assembly Copies the Long Waves of a Rough Guide

## Definitions and conventions

A block copolymer film forms a line on a substrate, and a prepared guide tells the line where to lie. Let $x$ run along one edge of the line. The sideways displacement of that edge from its ideal straight position is $h(x)$, and the displacement of the guide edge is $g(x)$. Both are in nm. The model energy is

$$F[h]=\int\left[\frac{\gamma}{2}\,h'^2+\frac{\kappa}{2}\,(h-g)^2\right]dx .$$

The edge tension $\gamma$, in pN, is the energy per unit length of edge: the interfacial tension $s$ between the two blocks times the film thickness $t$. Lengthening the edge costs $\gamma(\sqrt{1+h'^2}-1)\approx\gamma h'^2/2$ per unit $x$ when the slope is small. The guide coupling $\kappa$, in pN/nm², is the stiffness per unit length that holds the edge to the guide. This spring form is meant for separations $h-g$ that are small compared with the width of the interface.

The edge is long and uniform, it stands straight through the film depth, and the guide does not move during annealing. A wave has wavelength $\lambda$ and wavenumber $q=2\pi/\lambda$. Its transfer factor $T$ is the amplitude in the equilibrium edge divided by the amplitude in the guide, so $T=1$ means a perfect copy and $T=0$ complete healing.

## The belief and its appeal

The belief is this: a block copolymer has its own preferred shape, with smooth interfaces and a fixed period, so given enough annealing it will straighten whatever roughness the guide contains.

Much of this is sound. Interfaces do carry a tension, tension does favour a straight edge, and jagged detail in a guide is indeed smoothed. The error lies in extending the result from jagged detail to all roughness. Tension acts against slope, whereas the guide acts against displacement. A long wave can have a large displacement and almost no slope, and then tension has little to work with.

An energy comparison shows this before any equation is solved. Take a guide wave $g=a\cos qx$. If the edge copies it fully, the guide term vanishes and the mean tension energy per length is $\gamma q^2a^2/4$, since $\sin^2$ averages to $1/2$. If the edge stays straight, the tension term vanishes and the guide term costs $\kappa a^2/4$. The ratio of copying cost to straightening cost is $\gamma q^2/\kappa$, which falls as $1/\lambda^2$. For long waves, copying is the cheap choice.

## The equilibrium edge

Change $h$ by a small $\delta h$. To first order,

$$\delta F=\int\left[\gamma h'\,\delta h'+\kappa(h-g)\,\delta h\right]dx
=\int\left[-\gamma h''+\kappa(h-g)\right]\delta h\,dx .$$

The second form follows by integrating the first term by parts; the end terms vanish for a periodic edge. Since $\delta h$ is arbitrary,

$$-\gamma h''+\kappa(h-g)=0 .$$

Let $h_0$ solve this equation and write any other shape as $h_0+u$. The terms linear in $u$ vanish, which leaves

$$F[h_0+u]-F[h_0]=\int\left[\frac{\gamma}{2}u'^2+\frac{\kappa}{2}u^2\right]dx>0\qquad(u\neq0).$$

The minimum is therefore unique. Longer annealing can bring the edge closer to $h_0$, but there is no straighter state of lower energy for it to find.

Now insert $g=g_q\cos qx$ and $h=h_q\cos qx$. Because $h''=-q^2h$,

$$(\gamma q^2+\kappa)\,h_q=\kappa\,g_q .$$

Dividing by $\kappa g_q$ and defining $\xi=\sqrt{\gamma/\kappa}$ gives

$$T=\frac{h_q}{g_q}=\frac{1}{1+\xi^2q^2}=\frac{1}{1+(\lambda_c/\lambda)^2},\qquad \lambda_c=2\pi\sqrt{\gamma/\kappa}.$$

$T$ is real and positive, so the copied wave is not shifted along the line. At $\lambda=\lambda_c$ half the amplitude survives. The two limits follow from

$$1-T=\frac{(\lambda_c/\lambda)^2}{1+(\lambda_c/\lambda)^2},\qquad
T=\frac{(\lambda/\lambda_c)^2}{1+(\lambda/\lambda_c)^2}.$$

For $\lambda\gg\lambda_c$ the fraction lost is about $(\lambda_c/\lambda)^2$. For $\lambda\ll\lambda_c$ the fraction kept is about $(\lambda/\lambda_c)^2$. The belief describes the second limit and fails in the first.

## The number

Take $s=1.0$ pN/nm, $t=30$ nm and $\kappa=0.30$ pN/nm². Then

$$\gamma=st=30\ \text{pN},\qquad \xi=\sqrt{30/0.30}\ \text{nm}=10\ \text{nm},\qquad \lambda_c=2\pi\xi=62.8\ \text{nm}.$$

For a guide wave of 500 nm, $(62.8/500)^2=0.0158$, so $T=1/1.0158=0.984$. Self-assembly removes 1.6 % of its amplitude. For a wave of 20 nm, $\lambda_c/\lambda=20\pi/20=\pi$, so $(\lambda_c/\lambda)^2=9.87$ and $T=1/10.87=0.092$, so 91 % is removed. The same film heals one wave and copies the other.

Solving the definition of $T$ for the wavelength gives $\lambda=\lambda_c\sqrt{T/(1-T)}$. A transfer of 0.90 is reached at $3\lambda_c=188$ nm, and 0.99 at $\sqrt{99}\,\lambda_c=625$ nm.

These values were tested by minimising the energy numerically on a grid, with the full arc length in place of $h'^2/2$ and a guide amplitude of 0.001 nm. The minimised transfers at 20, 100 and 500 nm are 0.0920, 0.7170 and 0.9845, equal to the formula in every digit shown.

## Healing is a local average

The same result can be read along the line. Divide the equilibrium equation by $\kappa$ to get $h-\xi^2h''=g$. Its solution is

$$h(x)=\int K(x-x')\,g(x')\,dx',\qquad K(x)=\frac{e^{-|x|/\xi}}{2\xi}.$$

To verify this, note that $K''=K/\xi^2$ away from $x=0$, so $K-\xi^2K''=0$ there. At $x=0$ the slope jumps from $+1/(2\xi^2)$ to $-1/(2\xi^2)$, a change of $-1/\xi^2$; multiplied by $-\xi^2$ it gives a delta function of unit weight, as required.

The edge at $x$ is thus a weighted mean of the guide over a distance of order $\xi$, here 10 nm. If $g$ varies slowly, expand it about $x$. The linear term cancels by symmetry, and since $\int K(y)y^2dy=2\xi^2$,

$$h\approx g+\xi^2g'' .$$

A guide that hardly curves within $\xi$ is returned nearly unchanged.

## Equal roughness, unequal healing

A guide is often described by one number, its rms roughness $\sigma$. That number does not determine how much will heal. Suppose the guide is random with covariance $\sigma^2e^{-|x|/L}$, where $L$ is its correlation length. The copied variance is

$$\sigma_h^2=\sigma^2\int K_2(u)\,e^{-|u|/L}\,du,\qquad K_2(u)=\int K(x)K(x+u)\,dx .$$

For $u>0$ the integrand of $K_2$ is $e^{-(|x|+|x+u|)/\xi}/(4\xi^2)$. Between $x=-u$ and $x=0$ the sum of distances is $u$, which contributes $u\,e^{-u/\xi}$. Each outer tail contributes $\int_0^\infty e^{-(u+2y)/\xi}dy=(\xi/2)e^{-u/\xi}$. Hence

$$K_2(u)=\frac{1}{4\xi}\left(1+\frac{|u|}{\xi}\right)e^{-|u|/\xi}.$$

Let $r=L/(L+\xi)$. Then $1/\xi+1/L=1/(r\xi)$, and

$$\frac{\sigma_h^2}{\sigma^2}=\frac{1}{2\xi}\int_0^\infty\left(1+\frac{u}{\xi}\right)e^{-u/(r\xi)}du
=\frac{1}{2\xi}\left(r\xi+\frac{r^2\xi^2}{\xi}\right)=\frac{r(1+r)}{2}.$$

Compare two guides with the same $\sigma=2.0$ nm, holding $\gamma$ and $\kappa$ fixed. For $L=10$ nm, $r=1/2$, the variance fraction is 0.375, and the copied rms is $2.0\sqrt{0.375}=1.22$ nm. For $L=100$ nm, $r=0.909$, the fraction is 0.868, and the copied rms is 1.86 nm. The first guide loses 39 % of its rms roughness and the second 7 %.

## The edge adds roughness of its own

At temperature $\theta$ the edge fluctuates about $h_0$, with $k$ Boltzmann's constant. The excess energy found above is quadratic in $u$ and does not contain $g$, so the mean edge stays at $h_0$ and the fluctuations are the same for a rough and a smooth guide.

On a periodic edge of length $\Lambda$, write $u=\sum_q u_qe^{iqx}$. The excess energy is $(\Lambda/2)\sum_q(\kappa+\gamma q^2)|u_q|^2$. Since $u$ is real, the modes $q$ and $-q$ together hold two real variables and the energy $\Lambda(\kappa+\gamma q^2)|u_q|^2$. Equipartition assigns them $2\times k\theta/2=k\theta$, so

$$\langle|u_q|^2\rangle=\frac{k\theta}{\Lambda(\kappa+\gamma q^2)} .$$

Summing over modes, with $\sum_q\to\Lambda\int dq/2\pi$ and $\int dq/(\kappa+\gamma q^2)=\pi/\sqrt{\gamma\kappa}$, gives

$$\sigma_\text{th}^2=\frac{k\theta}{2\sqrt{\gamma\kappa}} .$$

At 500 K, $k\theta=6.90$ pN nm and $\sqrt{\gamma\kappa}=3.0$ pN/nm, so $\sigma_\text{th}^2=1.15$ nm² and $\sigma_\text{th}=1.07$ nm. This value counts only motion that is uniform through the depth; at a single height, variation along the depth raises it to about 1.8 nm on average over the depth, and to about 2.4 nm at the top and bottom faces, if waves down to 5 nm are included and the guide holds the wall evenly through its depth. The uniform part is independent of the guide, so variances add. The total rms is 1.63 nm for the guide with $L=10$ nm and 2.15 nm for the one with $L=100$ nm. In the second case this single-edge model makes the assembled edge rougher than its guide. That is not a general rule: the width stiffness introduced below reduces the roughness, and if the two guide edges of a line are independent the total falls to about 1.65 nm, less than that of the guide.

One might try to heal longer waves by weakening the guide, since $\lambda_c$ grows as $\kappa^{-1/2}$. Substituting $\sqrt{\gamma\kappa}=\gamma/\xi$ shows the price:

$$\sigma_\text{th}^2=\frac{k\theta\,\xi}{2\gamma}=\frac{k\theta\,\lambda_c}{4\pi\gamma}.$$

At fixed $\gamma$ and temperature, thermal variance rises in proportion to $\lambda_c$. Moving $\lambda_c$ to 500 nm requires $\kappa=0.00474$ pN/nm² and raises the thermal rms to 3.03 nm. The 500 nm wave would then be merely halved, while the thermal roughness alone would exceed the 2.0 nm of the guide. The width stiffness introduced below lowers the thermal rms to about 2.2 nm, which is still larger.

## Where long waves do heal: line width

The argument assumed that nothing but the guide resists displacement itself. A line has two edges, and stretching of the polymer chains resists a change in the distance between them. Let the edges be $h_1,h_2$ with guides $g_1,g_2$, and add the energy $(B/2)(h_2-h_1)^2$ per unit length. The equilibrium equations are

$$-\gamma h_1''+\kappa(h_1-g_1)-B(h_2-h_1)=0,$$
$$-\gamma h_2''+\kappa(h_2-g_2)+B(h_2-h_1)=0 .$$

Half their sum describes the placement $p=(h_1+h_2)/2$. The $B$ terms cancel, so with this energy placement errors are transferred with the same $T$ as before. The next section gives a correction for stretching that relaxes when both edges tilt together. Subtracting the first equation from the second describes the width error $w=h_2-h_1$:

$$-\gamma w''+(\kappa+2B)w=\kappa(g_2-g_1),\qquad
T_w=\frac{\kappa}{\kappa+2B+\gamma q^2}.$$

As $\lambda\to\infty$, $T_w$ tends to $\kappa/(\kappa+2B)$, which is below one. Width errors are partly healed at any wavelength.

A strong-segregation estimate gives the size of $B$. For domains of width $d$ the energy per volume is $f=s/d+Cd^2$: one interface per domain, plus chain stretching. At the preferred width $f'=-s/d^2+2Cd=0$, so $C=s/(2d^3)$. One domain has energy $fd=s+Cd^3$ per unit area of its side wall. A width wave conserves the total material, so the first-order change averages to zero, and the stiffness is the second derivative $6Cd=3s/d^2$. Multiplying by $t$,

$$B=\frac{3\gamma}{d^2}=\frac{3\times30}{14^2}=0.459\ \text{pN/nm}^2$$

for $d=14$ nm. This leaves out the response of neighbouring domains and is an estimate of size. Polystyrene/poly(methyl methacrylate) with domains this narrow is only moderately segregated, which makes the estimate rougher still. The long-wave limit of $T_w$ is $0.30/(0.30+0.918)=0.246$.

At 500 nm, then, for a line whose neighbours do not resist its motion, a placement error keeps 98 % of its amplitude and a width error about 25 %. If just one guide edge carries the wave, the error is half placement and half width: that edge keeps $(0.984+0.245)/2\approx0.61$ of it, and the opposite edge, whose guide is straight, acquires $(0.984-0.245)/2\approx0.37$. These two values hold for a line whose neighbours do not respond. If every domain of a dense array is an independent spring of the same stiffness $B$, the bad edge keeps about 0.37 and each adjacent edge acquires about 0.17; if the two brushes on each interface are linked, as they are in a diblock, these become about 0.29 and 0.20. In both cases the film makes the line more uniform in width partly by bending the good edge to follow the bad one. An improved line width is therefore no evidence that the line has become straight.

## A whole stack of lines

In a dense array the lines can all bend together. Tilt them by a small angle $\phi$ while keeping their spacing across the array fixed. The width measured perpendicular to the lines becomes $d\cos\phi$, and

$$f(d\cos\phi)=\frac{s}{d\cos\phi}+Cd^2\cos^2\phi\approx f(d)+\left(\frac{s}{2d}-Cd^2\right)\phi^2 .$$

With $C=s/(2d^3)$ the bracket vanishes: the added interface is paid for by relaxed stretching. At this order a common tilt meets no effective tension. The next resistance is to curvature, an energy $(K/2)h''^2$ per edge, and replacing $\gamma q^2$ by $Kq^4$ gives $T=1/(1+Kq^4/\kappa)$.

A single line lies between the two cases. It has two edges but only one domain whose stretching can relax, so half the tension remains for its placement waves. The two-edge energy of the previous section omits this. Including it changes the placement transfer at 500 nm from 0.984 to 0.992, the total roughness of 1.65 nm quoted earlier to 1.74 nm, and the thermal value of 2.2 nm to 2.6 nm. None of the conclusions drawn from these numbers changes.

With $K$ set to the scale $\gamma d^2=5880$ pN nm², an order of magnitude and not a derived modulus, the fraction lost at 500 nm is roughly $5\times10^{-4}$, against 1.6 % for a single edge. Even a tenfold larger $K$ would leave it below 1 %. Collective behaviour thus strengthens the case against healing of long placement waves that all lines share. The opposite holds for an error that the neighbours do not share, because moving one line compresses the domain on one side and stretches the domain on the other. With stiffness $B$ in every domain, a placement error in the guide of one line keeps only $0.37+0.17=0.54$ of its amplitude at 500 nm, with almost no change at longer wavelengths, and placement errors that are independent from line to line keep about 0.6 in rms. The curvature energy is the leading term for $qd\ll1$ only. At 62.8 nm $qd=1.4$, so the value printed in the output for that wavelength is an extrapolation and supports no conclusion about short waves.

## Beside a real film

The parameters lie in the regime of a lamellar polystyrene/poly(methyl methacrylate) film: an interfacial tension of roughly 1 mN/m, a thickness of some tens of nm, domains of rather more than 10 nm, and annealing near 500 K. The coupling $\kappa$ is an assumed value, and it depends on how the guide is made. Its spring form is also an assumption: the force of a chemical boundary levels off once the edge is displaced by about the interface width $b$. With the force $\kappa(b/2)\tanh[2(h-g)/b]$ and $b$ between 3 and 5 nm, the single-edge thermal rms rises from 1.07 nm to between 1.12 and 1.18 nm, and for the weakened guide from 3.03 nm to between 3.7 and 4.2 nm. For a guide amplitude of 3 nm and $b=4$ nm, the energy minimum gives a transfer of 0.984 at 500 nm, as before, while at 20 nm it falls from 0.092 to 0.066. Thermal motion at 500 K softens this force: for a small guide amplitude the mean transfer is then 0.980 at 500 nm, 0.44 at $\lambda_c$ and 0.074 at 20 nm. As $\lambda_c\propto\kappa^{-1/2}$, a fourfold error in $\kappa$ changes $\lambda_c$ by a factor of two. The model also gives every edge its own guide; a pattern that guides only some of the lines needs a separate treatment.

A chemical pattern on the substrate breaks another assumption, because it holds the wall at its base and not through its depth. Let the wall displacement be $u(x,z)$, with $z$ measured up from the base, and let $\kappa$ act at $z=0$. The small-slope interfacial energy $(s/2)(u_x^2+u_z^2)$ per area is least when $u_{xx}+u_{zz}=0$, with $u_z=0$ at the free top. For a wave along $x$ the depth profile is therefore $U\cosh[q(t-z)]/\cosh(qt)$. Its slope at the base is $-Uq\tanh(qt)$, and force balance there, $-su_z+\kappa(u-g)=0$, gives

$$\frac{U}{g_q}=\frac{1}{1+(sq/\kappa)\tanh(qt)},\qquad \frac{u_\text{top}}{U}=\frac{1}{\cosh(qt)} .$$

For $qt\ll1$, $sq\tanh(qt)\to stq^2=\gamma q^2$ and the earlier $T$ returns at the base. The top loses a further fraction of about $(qt)^2/2$, so its total loss is near $(\xi^2+t^2/2)q^2$. Here $t^2/2=450$ nm² outweighs $\xi^2=100$ nm². Faithful copying at the top thus requires $\lambda\gg2\pi t=188$ nm as well as $\lambda\gg\lambda_c$. At 500 nm the top keeps 0.919 of the guide amplitude instead of 0.984; at 1000 nm it keeps 0.979. At 62.8 nm the base keeps 0.751 and the top 0.075. On a surface pattern, the top of a thick film therefore heals longer waves than the straight-wall model says, while the base heals less than that model says. Both copy sufficiently long waves. These numbers are for an isolated wall. When the walls of a dense array lean together, tilt through the depth also meets no effective tension, so these values do not apply to that motion, which needs a separate treatment.

For smooth guide waves the small-slope approximation matters less. For a guide amplitude of 3.0 nm at $\lambda_c$, minimisation with the full arc length gives 0.5021 instead of 0.5000. Thermal slopes are larger. For motion uniform through the depth their rms is 0.28 when waves shorter than 5 nm, a rough interface width, are excluded. The next term of the arc length is $-\gamma h'^4/8$; for Gaussian slopes $\langle h'^4\rangle=3\langle h'^2\rangle^2$, so its size relative to the tension energy is $3\langle h'^2\rangle/4\approx0.06$. The excluded waves carry 5.1 % of the variance of this uniform motion. Waves that also vary through the depth raise the rms slope along the line to about 0.7 on average over the depth, with a similar slope along the depth, and the next term is then about 0.45 of the tension energy, or 0.6 if the 5 nm cutoff is applied to each direction separately. The small-slope theory therefore gives only a rough size for short thermal waves, and for the single-height roughness that includes them.

For a guide specification, the consequence is that roughness must be stated separately for short and long wavelengths. For a single edge that the guide holds through its whole depth, roughness at wavelengths well below $\lambda_c$ can be left to the film, provided the film reaches equilibrium. For an isolated wall on a surface pattern this is true at the top of the wall but not at its base: at 20 nm $(sq/\kappa)\tanh(qt)\approx1.05$, so about half the amplitude survives there. Placement roughness well above both $\lambda_c$ and $2\pi t$ has to be removed from the guide itself when it is common to neighbouring lines or when the line has no neighbours that resist it. In a dense array, long-wave errors that differ from line to line are partly healed, to roughly half their amplitude in the estimate above. A specification must therefore also state how the roughness is correlated between lines. The numerical output below lists the values at the other wavelengths.

## Computed values

```
interfacial tension s = 1.0 pN/nm (= mN/m)
film thickness t = 30 nm
domain width d = 14 nm
temperature = 500 K
thermal energy kT = 6.90 pN nm
edge tension gamma = 30.0 pN
guide coupling kappa = 0.30 pN/nm^2
healing length xi = 10.00 nm
crossover wavelength lam_c = 62.8 nm
T at 20 nm: formula 0.0920, minimised 0.0920
T at 50 nm: formula 0.3877, minimised 0.3877
T at 100 nm: formula 0.7170, minimised 0.7170
T at 200 nm: formula 0.9102, minimised 0.9102
T at 500 nm: formula 0.9845, minimised 0.9845
T at 1000 nm: formula 0.9961, minimised 0.9961
T at lam_c, minimised = 0.5000
wavelength for T = 0.90: 188 nm
wavelength for T = 0.99: 625 nm
loss*(lam/lam_c)^2 at 20 lam_c = 0.9974
T*(lam_c/lam)^2 at lam_c/20 = 0.9976
guide rms = 2.0 nm
thermal rms = 1.07 nm
L = 10 nm: copied variance fraction 0.375
L = 10 nm: copied rms 1.22 nm, total 1.63 nm
L = 100 nm: copied variance fraction 0.868
L = 100 nm: copied rms 1.86 nm, total 2.15 nm
kappa for lam_c = 500 nm: 0.00474 pN/nm^2
thermal rms with that kappa = 3.03 nm
width stiffness B = 0.459 pN/nm^2
width transfer, long-wave limit = 0.246
width transfer at 500 nm = 0.245
2 pi t = 188 nm
base-only guide, 62.8 nm: base 0.751, top 0.075
base-only guide, 500.0 nm: base 0.985, top 0.919
base-only guide, 1000.0 nm: base 0.996, top 0.979
finite-slope wave amplitude = 3.0 nm
T at lam_c with finite slope = 0.5021
short-wave cutoff = 5 nm
thermal variance beyond cutoff = 5.1 %
rms thermal slope up to cutoff = 0.28
stack bending scale gamma d^2 = 5880 pN nm^2
stack placement T at lam_c (scale) = 0.34
stack placement T at 500 nm (scale) = 0.9995
```
